# How a disc source extends the resolution limit to (1+σ)NA/λ

A projection lens of numerical aperture 0.60, illuminated along its axis with light of wavelength 365 nm, gives a uniform image of every line grating with a period below 608 nm. If the same lens is illuminated by a disc source that fills 0.60 of the pupil radius, equal lines and spaces of period 450 nm appear with a contrast of 0.28, and some modulation survives down to 380 nm. Neither the wavelength nor the lens has changed. The directions from which the mask is lit have changed, and the new limit follows from counting the diffraction orders that each direction sends through the pupil.

## Coordinates and assumptions

All lengths and frequencies are referred to the image, so the reduction of the lens drops out. Let $X$ be position in the image and $p$ the period of a grating. We use the dimensionless quantities

$$x=\frac{\mathrm{NA}}{\lambda}X,\qquad f=\frac{\lambda}{\mathrm{NA}\,p},\qquad fx=\frac{X}{p}. \tag{1}$$

A frequency $f$ thus stands for $f\,\mathrm{NA}/\lambda$ cycles per unit length. In these units the pupil is the unit disc: $P(\mathbf u)=1$ for $|\mathbf u|<1$ and $P(\mathbf u)=0$ otherwise.

The source is a uniform disc of mutually incoherent points. Each point lights the mask with a plane wave $e^{2\pi i\mathbf s\cdot\mathbf x}$, where $|\mathbf s|\le\sigma$. The number $\sigma$ is the radius of the source image in the pupil divided by the pupil radius. Incoherence means that the intensities from different points add, without interference. Angle brackets denote the average over the source disc:

$$\langle g\rangle=\frac{1}{\pi\sigma^2}\int_{|\mathbf s|\le\sigma}g(\mathbf s)\,d^2s . \tag{2}$$

The total source power is therefore the same for every $\sigma$.

Two further assumptions are made. The mask is thin, so it multiplies the incident wave by a transmission $t(\mathbf x)$ that does not depend on the angle of incidence. The light is treated as a scalar field.

## The image as a sum over pairs of orders

A grating has the transmission $t=\sum_n a_n e^{2\pi i n\mathbf f\cdot\mathbf x}$, where $\mathbf f$ points across the lines and $|\mathbf f|=f$. Behind the mask, the wave from source point $\mathbf s$ is

$$e^{2\pi i\mathbf s\cdot\mathbf x}\,t(\mathbf x)=\sum_n a_n\,e^{2\pi i(\mathbf s+n\mathbf f)\cdot\mathbf x}. \tag{3}$$

Tilting the illumination has shifted all orders in the pupil by the same vector $\mathbf s$. The lens multiplies each order by the pupil function at its shifted position. The common factor $e^{2\pi i\mathbf s\cdot\mathbf x}$ has modulus one and drops out of the intensity, so

$$I(\mathbf x)=\Big\langle\Big|\sum_n a_nP(\mathbf s+n\mathbf f)\,e^{2\pi i n\mathbf f\cdot\mathbf x}\Big|^2\Big\rangle . \tag{4}$$

We write the square as a double sum and take the factors independent of $\mathbf s$ outside the average:

$$I(x)=\sum_{n,m}a_na_m^*\,T(n\mathbf f,m\mathbf f)\,e^{2\pi i(n-m)fx}, \tag{5}$$

$$T(\mathbf f_1,\mathbf f_2)=\big\langle P(\mathbf s+\mathbf f_1)P^*(\mathbf s+\mathbf f_2)\big\rangle . \tag{6}$$

Here $x$ is the coordinate across the lines. The function $T$ is the transmission cross coefficient. For a clear pupil it is the fraction of source points for which both orders pass the lens.

## The upper limit

Suppose that a component of frequency $\mathbf f_1$ passes the pupil for some source point. Then $|\mathbf s+\mathbf f_1|<1$ and $|\mathbf s|\le\sigma$, and the triangle inequality gives

$$|\mathbf f_1|=|(\mathbf s+\mathbf f_1)-\mathbf s|\le|\mathbf s+\mathbf f_1|+|\mathbf s|<1+\sigma . \tag{7}$$

A component with $|\mathbf f_1|\ge1+\sigma$ is therefore stopped for every source point. This argument concerns single components, so it does not require a periodic object. For a general mask the sum in (4) becomes an integral over its spectrum, and the part of the spectrum at or beyond $1+\sigma$ is still multiplied by zero. Within this model, that part has no influence on the image.

Passing the pupil is not sufficient for visible lines, because a single order gives uniform intensity. Two orders must pass for the same source point. Applying the triangle inequality to their positions gives

$$|\mathbf f_1-\mathbf f_2|\le|\mathbf s+\mathbf f_1|+|\mathbf s+\mathbf f_2|<2 . \tag{8}$$

Different orders of a grating are separated by at least $f$. A grating can thus be modulated only if $f<1+\sigma$, by (7), and $f<2$, by (8).

## The limit can be approached

Let $0<\sigma\le1$. The undiffracted order sits at $\mathbf s$, which lies inside the pupil for all source points, apart from the rim when $\sigma=1$, which has no area. Hence $P(\mathbf s)=1$ in the averages, and

$$T(\mathbf f,0)=\langle P(\mathbf s+\mathbf f)\rangle=T(\mathbf f,\mathbf f)\equiv w(f). \tag{9}$$

The number $w$ is the fraction of the source disc covered by a unit disc centred at $-\mathbf f$. The two discs have radii $\sigma$ and 1 and centres a distance $f$ apart. They share a region of nonzero area whenever $f<1+\sigma$, so $w>0$ there.

Consider the range $1\le f<1+\sigma$, which axial illumination cannot reach. Since $1+\sigma\le2$, orders with $|n|\ge2$ have $|n|f\ge2\ge1+\sigma$ and are stopped by (7). The orders $0,\pm1$ remain. Orders $+1$ and $-1$ are separated by $2f\ge2$, so $T(\mathbf f,-\mathbf f)=0$ by (8). Replacing $\mathbf s$ by $-\mathbf s$ shows that $T(-\mathbf f,0)=T(-\mathbf f,-\mathbf f)=w$. Also $T(0,0)=1$. Equation (5) becomes

$$I=|a_0|^2+w\big(|a_1|^2+|a_{-1}|^2\big)+2w\,\mathrm{Re}\big[(a_1a_0^*+a_0a_{-1}^*)e^{2\pi ifx}\big]. \tag{10}$$

The real part arises because the terms with $n-m=-1$ are the complex conjugates of those with $n-m=+1$. The image is modulated if $a_1a_0^*+a_0a_{-1}^*\ne0$. For real coefficients with $a_1=a_{-1}$ this bracket equals $2a_0a_1$, and

$$I=a_0^2+2a_1^2w+4a_0a_1w\cos(2\pi fx). \tag{11}$$

An amplitude grating with nonzero $a_0$ and $a_1$ is therefore modulated at every $f$ in this range. For $0<\sigma\le1$, the limiting frequency and period are

$$\nu_{\lim}=\frac{(1+\sigma)\,\mathrm{NA}}{\lambda},\qquad p_{\lim}=\frac{\lambda}{(1+\sigma)\,\mathrm{NA}} . \tag{12}$$

The limit can be approached but not attained, because the discs only touch at $f=1+\sigma$ and $w=0$ there.

Equation (11) has a direct reading. A fraction $w$ of the source sends orders 0 and $+1$ through the lens, and another fraction $w$, on the opposite side, sends orders 0 and $-1$. Each of these points produces two-beam fringes, and all the fringes have their maxima at the same places. The remaining fraction $1-2w$ sends order 0 alone and adds uniform light. For the 450 nm grating $f=365/(0.60\times450)=1.352$. On axis, the first order lies outside the pupil at 1.352. From a source point at $s=-0.5$ it lies inside, at 0.852.

## The covered fraction and the contrast

The common region of the two discs is bounded by two arcs that meet on a chord. Let the chord lie at signed distance $d_s$ from the source centre, measured towards the pupil centre, and at $d_p=f-d_s$ from the pupil centre. Its half-length $h$ satisfies $h^2=\sigma^2-d_s^2=1-(f-d_s)^2$. Expanding the last square gives $\sigma^2=1-f^2+2fd_s$, so

$$d_s=\frac{f^2+\sigma^2-1}{2f},\qquad d_p=\frac{f^2+1-\sigma^2}{2f}. \tag{13}$$

The part of a disc of radius $R$ beyond a chord at distance $d$ has the area

$$2\int_d^R\sqrt{R^2-q^2}\,dq=\Big[q\sqrt{R^2-q^2}+R^2\arcsin\frac qR\Big]_d^R=R^2\arccos\frac dR-d\sqrt{R^2-d^2}. \tag{14}$$

The common region consists of one such part from each disc. Adding them, with $d_s+d_p=f$, and dividing by the source area gives

$$w=\frac{\sigma^2\arccos(d_s/\sigma)+\arccos d_p-fh}{\pi\sigma^2},\qquad 1-\sigma<f<1+\sigma . \tag{15}$$

For $f\le1-\sigma$ the source is fully covered and $w=1$.

Equal lines and spaces have transmission 1 over half of each period and 0 over the other half. With the origin at the centre of an opening,

$$a_0=\frac12,\qquad a_{\pm1}=\int_{-1/4}^{1/4}\cos(2\pi q)\,dq=\frac1\pi . \tag{16}$$

The contrast is $C=(I_{\max}-I_{\min})/(I_{\max}+I_{\min})$. For (11) it is the amplitude of the cosine divided by the mean:

$$C=\frac{4a_0a_1w}{a_0^2+2a_1^2w}=\frac{(2/\pi)\,w}{1/4+(2/\pi^2)\,w}. \tag{17}$$

At a period of 450 nm, (15) gives $w=0.1223$, and therefore

$$C=\frac{(2/\pi)(0.1223)}{1/4+(2/\pi^2)(0.1223)}=0.283 . \tag{18}$$

With $\lambda$, NA and $\sigma=0.60$ held fixed, the contrast falls with the period as follows.

| Period (nm) | $f$ | $w$ | $C$ |
|---|---|---|---|
| 600 | 1.014 | 0.422 | 0.800 |
| 500 | 1.217 | 0.230 | 0.494 |
| 450 | 1.352 | 0.122 | 0.283 |
| 420 | 1.448 | 0.059 | 0.144 |
| 400 | 1.521 | 0.023 | 0.056 |
| 385 | 1.580 | 0.003 | 0.007 |

The limiting period from (12) is $365/(1.60\times0.60)=380$ nm. A process that needs a contrast of 0.4 would stop much earlier: solving (17) numerically for $C=0.4$ gives a period of 476 nm. The limit marks where modulation vanishes, not where printing becomes practical.

## How the contrast vanishes

Let $\delta=1+\sigma-f$ be small and positive. Place the source centre at the origin, with the $q$ axis pointing towards the pupil centre and $y$ across it. Near the point of contact, the source edge is at $q\simeq\sigma-y^2/(2\sigma)$ and the near edge of the pupil is at $q\simeq f-1+y^2/2$. The width of the common region is their difference:

$$\Delta q\simeq\delta-\frac{y^2}{2}\,\frac{1+\sigma}{\sigma}. \tag{19}$$

It vanishes at $y=\pm y_m$, with $y_m=\sqrt{2\sigma\delta/(1+\sigma)}$. In terms of $y_m$ the width is $\delta(1-y^2/y_m^2)$, whose integral from $-y_m$ to $y_m$ is $\tfrac43\delta y_m$. Hence, to leading order in $\delta$,

$$w\simeq\frac{4\sqrt2}{3\pi\sigma^2}\sqrt{\frac{\sigma}{1+\sigma}}\;\delta^{3/2}. \tag{20}$$

The region is thin in one direction, in proportion to $\delta$, and short in the other, in proportion to $\sqrt\delta$. The power $3/2$ makes the contrast approach zero with zero slope. At 450 nm, (20) gives 0.126 in place of 0.122, an excess of about 3 percent of $w$.

## The choice of source size

With the period held at 450 nm, and $\lambda$ and NA unchanged, (17) gives contrasts of 0.05, 0.28, 0.40 and 0.46 for $\sigma=0.4$, 0.6, 0.8 and 1.0. At $\sigma=0.3$ the contrast is zero, since $f=1.352$ exceeds 1.3.

The gain has a cost at coarser periods. Consider a weak amplitude grating $t=1+\varepsilon\cos(2\pi fx)$, with $a_0=1$ and $a_{\pm1}=\varepsilon/2$. To first order in $\varepsilon$, only products containing $a_0$ contribute to the modulation, and (5) with (9) gives

$$I\simeq1+2\varepsilon\,w(f)\cos(2\pi fx),\qquad 0<\sigma\le1 . \tag{21}$$

At a period of 680 nm, which axial light can resolve, $w$ is 1.00 for $\sigma=0.1$, 0.54 for $\sigma=0.6$ and 0.45 for $\sigma=1$. In the larger sources, many points push one of the first orders out of the pupil. Compared with axial light, an extended source thus weakens the modulation at some periods that axial light resolves, and adds modulation at periods that axial light does not resolve.

## Sources larger than the pupil

For $\sigma>1$, condition (8) becomes the stricter one. A grating with $f\ge2$ is not modulated. If $f<2$, the source point $\mathbf s=-\mathbf f/2$ places orders 0 and 1 at $\mp\mathbf f/2$, both inside the pupil, and so do its neighbours. Hence $T(\mathbf f,0)>0$, and the grating limit for weak amplitude objects is $2\,\mathrm{NA}/\lambda$. For the present lens this is a period of 304 nm, already reached at $\sigma=1$.

Components between 2 and $1+\sigma$ still enter the lens, but from source points whose undiffracted light misses it. This is dark-field light. A single grating in this range adds uniform intensity. Two components can nevertheless beat with each other: for $\sigma=1.4$, the point $s=-1.3$ brings frequencies 2.2 and 1.2 to 0.9 and $-0.1$, both inside the pupil. The image then contains their difference frequency, 1.0. The bound (7) on what can influence the image thus remains $1+\sigma$, while the limit for resolving a grating does not.

## Phase gratings and defocus

The bracket in (10) can vanish even when first-order light enters the lens. A sinusoidal phase grating $t=e^{i\phi\cos(2\pi fx)}$ has $a_0=J_0(\phi)$ and $a_{\pm1}=iJ_1(\phi)$, where $J_0$ and $J_1$ are Bessel functions. Then

$$a_1a_0^*+a_0a_{-1}^*=iJ_1J_0-iJ_0J_1=0 . \tag{22}$$

For $1\le f<1+\sigma$ this grating is invisible at best focus. The fringes from opposite sides of the source are shifted by half a period and cancel. A grating with $a_0=0$ is also invisible in this range, because its orders $\pm1$ cannot interfere.

A defocus $z$ in air gives the pupil a phase,

$$P(\mathbf u)=e^{i\psi(|\mathbf u|)},\qquad \psi=\frac{2\pi z}{\lambda}\sqrt{1-\mathrm{NA}^2|\mathbf u|^2},\qquad |\mathbf u|<1 . \tag{23}$$

Now $T(\mathbf f,0)=\langle P(\mathbf s+\mathbf f)P^*(\mathbf s)\rangle\equiv W$ is complex. Replacing $\mathbf s$ by $-\mathbf s$ and using $P(-\mathbf u)=P(\mathbf u)$ gives $T(0,-\mathbf f)=\langle P(\mathbf s)P^*(\mathbf s+\mathbf f)\rangle=W^*$. The coefficient of $e^{2\pi ifx}$ in the image is

$$I_1=a_1a_0^*W+a_0a_{-1}^*W^* . \tag{24}$$

For the amplitude grating $I_1=2a_0a_1\,\mathrm{Re}\,W$. For the phase grating $I_1=iJ_0J_1(W-W^*)=-2J_0J_1\,\mathrm{Im}\,W$. Defocus can therefore weaken the first and reveal the second. It cannot extend the limit, because $W$ is an average of phase factors over the same common region, and $|W|\le w$.

Numerical summation of (4) over a grid of source points, for a period of 450 nm and $z=500$ nm, gives a contrast of 0.15 for the lines and spaces, in place of 0.28. A phase grating with $\phi=0.8$ rises from zero to 0.16.

## The model beside a real stepper

The numbers above lie in the regime of a stepper that uses the i-line of a mercury lamp; 365 nm, NA 0.60 and $\sigma=0.60$ are rough typical values. With fivefold reduction, the limiting period on the mask is about 1900 nm. The 500 nm defocus is a rough allowance, and among the effects estimated here it changes the contrast most, by nearly half. The polarization of light matters less. If the lens turns each field vector with its ray, the scalar product of the two interfering unpolarized fields, averaged over the contributing source points, is 0.83 in air and 0.94 in a resist of index 1.7. The latter lowers the contrast from 0.283 to 0.267. This counts the scalar product only. The amplitude of each order also depends on its angle. The factor $(1-\mathrm{NA}^2|\mathbf u|^2)^{-1/4}$ of a lens obeying the sine condition raises the contrast in air by about 6 percent. Fresnel transmission into the resist offsets most of this, and with both included the value at the top of the resist is about 0.271. A Gaussian blur in the resist of rms length $L$ multiplies the modulation by $e^{-2\pi^2L^2/p^2}$, which is 0.92 for an assumed $L=30$ nm and leaves 0.260. A lamp bandwidth of 4 nm spreads $p_{\lim}$ by about 4 nm, since (12) is proportional to $\lambda$. At the mask, the largest sine of the illumination angle is $0.60\times0.60/5=0.072$. A 100 nm absorber then casts a geometrical shadow of 7 nm on an opening of 1125 nm, which is small. This is a ray estimate and misses diffraction at the absorber edges of an opening only about three wavelengths wide. A rigorous calculation for a chromium-like absorber on quartz shifts the contrast by up to about 3 percent, depending on polarization, so the thin-mask assumption holds here to that level. These effects were estimated one at a time. Lens aberrations (including the chromatic focus shift caused by the bandwidth), reflection from the substrate, stray light and a nonuniform source are left out, so the contrasts are those of an ideal image and not predictions of printed lines.
